# Why absorber trimming cannot remove an EUV phase defect's focus error

**Q:** I have an EUV mask with a shallow pit buried under the multilayer, in the middle of a bright space. The space printed too narrow, so I cut back the absorber on both sides until its width was right at best focus. Away from best focus it is wrong again, too wide on one side and too narrow on the other. Did I trim badly?

**A:** Not necessarily. The trim and the pit change the reflected field in different ways. Take a thin mask: the absorber pattern is a real transmission $a(x)\ge 0$, with black absorber, and the pit multiplies the reflected wave by a phase factor. The field leaving the mask is

$$m(x)=a(x)\,e^{i\varphi(x)},\qquad \varphi=\frac{4\pi h}{\lambda}$$

for a pit of local depth $h$ at normal incidence, taking the same depth in every reflecting layer. Multilayer growth can smooth or widen a buried pit, so $h$ need not equal its depth in the substrate. The light travels the depth twice, and I write waves as $e^{ikz}$ with $k=2\pi/\lambda$, so a longer path gives a positive phase. All lengths except the pit depth, which is the physical depth on the mask, are at wafer scale unless I say otherwise.

Let your trim change the pattern from $a_0$ to $a_0+\delta a$. For small $\varphi$ and $\delta a$, keeping first-order terms,

$$m\approx a_0+\delta a+i\,a_0\varphi .$$

The trim adds a real field and the pit an imaginary one, a quarter cycle away. That is the quadrature field. No real $\delta a$ makes $\delta a+ia_0\varphi$ vanish where $a_0\varphi\neq0$.

**Q:** The resist records intensity, not phase. Why should it care?

**A:** For a shallow pit it hardly does at best focus; defocus makes the difference visible. Take coherent on-axis light and an aberration-free pupil $P(f)$ that is real and even. With $A(f)$ the spectrum of $m$, the paraxial image field at defocus $z$ is

$$E(x,z)=\int P(f)A(f)\,e^{-i\pi\lambda z f^2+2\pi i f x}\,df .$$

Take the complex conjugate and replace $f$ by $-f$. The spectrum becomes $A^*(-f)$, which belongs to $m^*$, and the defocus phase changes sign:

$$E[m](x,z)^*=E[m^*](x,-z).$$

Conjugating $m$ reverses $\varphi$ and leaves $a$ alone. The intensity therefore obeys

$$I[a,\varphi](x,z)=I[a,-\varphi](x,-z).$$

A pit at $+z$ images like a bump of opposite phase at $-z$, whatever the absorber pattern. Without a phase defect the image is even in $z$, however you trim. An extended source keeps this property if points $s$ and $-s$ are equally bright, since conjugation exchanges them.

Now write $L_z$ for imaging at defocus $z$, with $E_0=L_za_0$, $D=L_z\delta a$ and $Q=L_z(a_0\varphi)$. To first order,

$$\delta I=2\,\mathrm{Re}(E_0^*D)-2\,\mathrm{Im}(E_0^*Q).$$

All three fields come from real masks, so $z\to-z$ conjugates them. The real part stays the same and the imaginary part changes sign. At this order the trim acts evenly in focus and the pit oddly.

**Q:** But an odd function is zero at $z=0$, and my space was too narrow at best focus. What did I repair?

**A:** A second-order effect. Split the field at focus into $E=U+iV$, with $U=L_0[a\cos\varphi]$ and $V=L_0[a\sin\varphi]$. For the untrimmed mask, $\cos\varphi\approx1-\varphi^2/2$ and $\sin\varphi\approx\varphi$ give

$$U\approx U_0-\tfrac12L_0[a_0\varphi^2],\qquad V\approx L_0[a_0\varphi].$$

Inserting these in $I=U^2+V^2$ and keeping terms up to $\varphi^2$,

$$\delta I\approx-U_0L_0[a_0\varphi^2]+\left(L_0[a_0\varphi]\right)^2 .$$

If the lens passed every spatial frequency, $L_0$ would be the identity, and for an open space the two terms would cancel: a pure phase would be invisible at focus. A finite pupil spoils the cancellation. The remainder is a real intensity change, which a trim can offset at the printed edges.

So for a shallow pit the focus error, and the trim that repairs it, scale as $\varphi^2$, while the focus-odd error scales as $\varphi$. The shallower the pit, the more the odd error dominates.

**Q:** Can you give me the slope through focus, not just its symmetry?

**A:** Differentiate the field in $z$. This brings down $-i\pi\lambda f^2$, and $f^2$ acts on $e^{2\pi ifx}$ as $-(1/4\pi^2)\,\partial_x^2$. Hence

$$\frac{\partial E}{\partial z}=\frac{i\lambda}{4\pi}E''=\frac{i}{2k}E'' .$$

Then $\partial I/\partial z=2\,\mathrm{Re}(E^*\partial_zE)=-(1/k)\,\mathrm{Im}(E^*E'')$. At focus, $\mathrm{Im}[(U-iV)(U''+iV'')]=UV''-VU''$, so

$$\frac{\partial I}{\partial z}=\frac{VU''-UV''}{k}=-\frac1k\frac{d}{dx}(UV'-VU').$$

This holds for any pit depth in the coherent, paraxial, one-dimensional model. Every term contains $V$. A trim changes the slope only by altering $U$, by exposing more of the pit, or by moving the printed edge.

At the edge the intensity equals the threshold, so $\delta x=-\delta I/(\partial I/\partial x)$. For a symmetric space with printed width CD,

$$\frac{d\,\mathrm{CD}}{dz}=-2\,\frac{\partial I/\partial z}{\partial I/\partial x}\bigg|_{\text{right edge}} .$$

**Q:** Put numbers in. How much of the error survives a good trim?

**A:** Take $\lambda=13.5$ nm, NA 0.33, fourfold reduction, and 32 nm spaces at 64 nm pitch. Let the pit be a Gaussian groove running along the space, 1 nm deep, with full width at half maximum 40 nm on the mask, or 10 nm at the wafer. Its peak phase is $4\pi/13.5=0.931$ rad. I repeat the pit every eight periods and sum the diffraction orders numerically.

The clean mask sends only orders 0 and $\pm1$ through the pupil:

$$E_0=\frac12+\frac2\pi\cos\!\left(\frac{2\pi x}{64\ \mathrm{nm}}\right)e^{-i\pi\lambda z/(64\ \mathrm{nm})^2}.$$

At $x=16$ nm the cosine vanishes and $I=0.25$ at every focus. With that threshold the clean width stays at 32 nm for $|z|$ up to about 85 nm, beyond which the middle of the dark line starts to print. The errors below are therefore due to the pit and the trim.

Solving for zero error at best focus gives a trim of 0.643 nm per side, or 2.57 nm on the mask. Solving at $z=+40$ nm gives 1.58 nm per side. The width errors in nm are:

| $z$ (nm) | untrimmed | repaired at 0 | repaired at +40 |
|---:|---:|---:|---:|
| −40 | 0.04 | 1.04 | 2.57 |
| 0 | −0.84 | 0.00 | 1.29 |
| +40 | −1.77 | −1.05 | 0.00 |

Call half the difference between the errors at $+40$ and $-40$ nm the swing. It is $-0.90$ nm before the repair at focus and $-1.04$ nm after it. The repair centres the errors, reducing the largest in the table from 1.77 to 1.05 nm, but leaves the tilt. The last digits depend on the setup. An isolated pit needs a trim of 0.639 nm and gives swings of $-0.92$ and $-1.06$ nm, a repeat of 16 periods gives $-1.09$ and $-1.24$ nm, and the exact rather than paraxial defocus phase gives $-0.93$ and $-1.07$ nm at eight periods.

**Q:** The tilt even grew. Doesn't that contradict your first-order result?

**A:** No, because this pit is not weak. Use the slope formula with $k=0.4654\ \mathrm{nm}^{-1}$. Before repair the right edge is at 15.58 nm, where $U=0.4819$, $V=0.1334$, $U''=-4.711\times10^{-4}$ and $V''=5.600\times10^{-4}\ \mathrm{nm}^{-2}$:

$$\frac{\partial I}{\partial z}=\frac{-0.628-2.699}{0.4654}\times10^{-4}=-7.15\times10^{-4}\ \mathrm{nm}^{-1}.$$

With $\partial I/\partial x=-0.0581\ \mathrm{nm}^{-1}$, the width slope is $-0.0246$ nm per nm of defocus.

After repair the edge is at 16.00 nm. There $UV''$ has risen from $2.70\times10^{-4}$ to $3.32\times10^{-4}\ \mathrm{nm}^{-2}$, and the width slope is $-0.0284$. The trimmed strips lie where the pit phase is below $10^{-3}$ rad, so they add almost nothing to $V$; at the centre of the space $V$ remains 0.414. The larger $V''$ comes mainly from reading nearly the same quadrature field at a new edge position.

The shallow limit behaves as the expansion says. For a 0.25 nm pit of the same width, the focus error is $-0.050$ nm and the swing goes from $-0.240$ to $-0.242$ nm on repair. Doubling the depth multiplies the focus error by 4.04 and the untrimmed swing by 1.98.

**Q:** Suppose I can reshape the absorber freely, not just move two edges. Could a clever pattern restore the clean image at every focus?

**A:** Not for an isolated pit of finite extent in an open space of an endless array, with coherent light, a one-dimensional pattern, changes confined to a finite region and $|\varphi|<\pi$.

Suppose it could. The clean image is even in $z$, so $\partial I/\partial z=0$ at focus for all $x$, and $J=UV'-VU'$ is constant. Far from the pit $V$ and $V'$ tend to zero while $U$ and $U'$ stay bounded, so $J=0$. On an interval where $U\ne0$, $(V/U)'=J/U^2=0$, hence $V=cU$. Both fields are band-limited and therefore analytic, so this holds everywhere. Far away $V\to0$ but $U$ tends to the clean field $U_0$, which is not zero, so $c=0$ and $V=0$.

The spectrum of $a\sin\varphi$ thus vanishes throughout the passband. A function of finite extent has an analytic spectrum; if it vanishes on an interval, it vanishes everywhere. So $a\sin\varphi=0$, and the pit must be covered.

Covering it is not enough. With $V=0$ we need $U^2=U_0^2$, and the far field selects $U=U_0$. The same argument applied to $a\cos\varphi-a_0$ gives $a\cos\varphi=a_0$. Where $\varphi\ne0$ we have $a=0$, hence $a_0=0$: the pit had to lie under absorber in the original design.

This forbids restoring the whole image. Flattening the focus slope of a single linewidth is a weaker demand, which this argument does not settle. In the groove example, opening the space further does not help: the repair at $+40$ nm has a swing of $-1.29$ nm, steeper than before.

**Q:** Would a defect that only absorbs light behave better?

**A:** Yes. Its field is real, so its error is even in focus. A Gaussian dip of the same width, removing 16.9% of the field at its peak, gives the same $-0.84$ nm at focus. After a trim of 0.615 nm per side, the error is $-0.18$ nm at both $+40$ and $-40$ nm. The swing is zero.

To cancel a phase defect you need a quadrature correction, such as a local change of the mirror's reflected phase. A leaky absorber supplies a little. If it reflects a complex field $\tau$, trimming adds $(1-\tau)\,\delta a$, whose quadrature part is $-\mathrm{Im}\,\tau\,\delta a$. At 2% reflectivity, $|\tau|=0.14$, so this is at most 14% of $\delta a$.

**Q:** How far should I trust this for my mask?

**A:** The wavelength, NA and reduction are those of an EUV scanner with NA 0.33. The pit size is an illustrative choice, and the 32 nm space is well above the resolution limit. Coherent on-axis light is an idealization. In the comparisons below I re-solve the trim at best focus and refer errors to a clean mask in the same model, with the threshold reset to print 32 nm at focus.

- A disk source filling half the pupil radius, represented by 81 equally bright points, gives a swing of $-0.53$ nm before repair and $-0.68$ nm after. Finer sampling of the source moves these values by up to 0.04 nm; about 1800 points give $-0.53$ and $-0.67$ nm.
- A 2% absorber leak at $+90°$ phase gives $-1.05$ and $-1.08$ nm; at $-90°$ it gives $-0.63$ and $-0.98$ nm.
- Representing absorber thickness by an imaginary line source of strength 1 nm at each edge gives $-0.95$ and $-1.02$ nm, or $-0.84$ and $-1.07$ nm with the opposite sign.
- A round pit, repeated every 256 nm along the space, with trims 32 nm long and the width read across its centre, gives $+0.83$ and $+0.80$ nm. An isolated round pit gives $+0.75$ and $+0.72$ nm.

The round pit reverses the sign. In two dimensions the slope gains a term $(V\,\partial_y^2U-U\,\partial_y^2V)/k$. Where $V$ peaks along the space, $-U\,\partial_y^2V$ is positive and opposes the groove result. The limit of a weak pit much smaller than the resolution shows which term wins. There $V\propto J_1(u)/u$ with $u=\kappa r$, $\kappa=2\pi\,\mathrm{NA}/\lambda$ and $r$ the distance from the pit. On the line $y=0$, the second derivatives of $J_1(u)/u$ with respect to $\kappa x$ and $\kappa y$ are $3J_2(u)/u^2-J_1(u)/u$ and $-J_2(u)/u^2$. At the edge $u=2.46$, and they are $+0.012$ and $-0.073$. The clean field has no curvature there, so the slope is $-U(\partial_x^2V+\partial_y^2V)/k$, which the $y$ term makes positive. The 1 nm pit is not in this limit, but its swing has the same sign.

So do not take the sign or size of your tilt from the groove model. Real masks also break the thin-mask assumption, and I have not calculated their full diffraction or the multilayer's angular response. Measure the width at equal defocus on both sides of best focus, on the defect and on a clean neighbour. If the source is symmetric, and aberrations, absorber leakage and mask-thickness effects are small, a large half-difference in the error points to a phase defect, and a small absorber trim will mostly shift that error rather than flatten it.
